\section*{Boundary-integral evolution of steep stressed surfaces up to a resolution limit}

\section{What the scales allow}

A stressed solid lies below a periodic surface of wavenumber $k$. Atoms move along the surface and lower the sum of surface and elastic energy. Let $\gamma$ be the surface energy per area, $w_0$ the elastic energy density set by the remote stress $\sigma_0$, and $B$ the mobility, defined by a volume flux $-B\,\partial_s\mu$ along arclength $s$, where $\mu$ is energy per volume. The ratio $w_0/\gamma$ is an inverse length, and $B\gamma$ has the unit length$^4$/time. Hence
\begin{equation}
k\,z=Z\!\left(B\gamma k^4t;\,ka_0,\Lambda\right),\qquad \Lambda=\frac{w_0}{\gamma k},
\end{equation}
for an initial cosine of amplitude $a_0$. Young's modulus $E$ and Poisson's ratio $\nu$ enter through $w_0$ alone, because the stress in a plane, traction-free, simply connected body depends on its shape and on $\sigma_0$, not on the moduli. The energy is even in stress, so tension and compression give the same evolution.

From here lengths are in $1/k$, stress in $\sigma_0$ and time in $1/(B\gamma k^4)$; the period is $2\pi$. The model is two-dimensional, isotropic and linearly elastic, with constant $\gamma$ and $B$ and no wetting energy, surface stress, deposition or plastic flow. Film and substrate have equal moduli and the groove stays inside the film. The field caused by the surface shape is then that of a homogeneous half-space.

\section{The driving force}

Let the out-of-plane elastic strain be fixed at $e$. Hooke's law gives $\sigma_z=\nu\sigma_t+Ee$, where $\sigma_t$ is the tangential stress at the free surface. The energy density there is
\begin{align}
w&=\frac{\sigma_t^2+\sigma_z^2-2\nu\sigma_t\sigma_z}{2E}\notag\\
&=\frac{\sigma_t^2+(\nu^2\sigma_t^2+2\nu\sigma_tEe+E^2e^2)-2\nu^2\sigma_t^2-2\nu\sigma_tEe}{2E}\notag\\
&=\frac{(1-\nu^2)\sigma_t^2}{2E}+\frac{Ee^2}{2}.
\end{align}
The last term is constant and drives no flux, so $w_0=(1-\nu^2)\sigma_0^2/(2E)$.

Move the surface outward by $\delta$ along its normal $n$ at fixed far strain. The displacement field makes the elastic energy stationary, so its own change contributes nothing at first order; what remains is the energy of the added strip, $\int w\,\delta\,ds$. For the length, take curvature $\kappa$ positive on peaks, with tangent $t$ towards increasing $x$. Then $n_s=\kappa t$, the new line element is $(1+\kappa\delta)ds$, and the length changes by $\int\kappa\delta\,ds$. In scaled form
\begin{equation}
\mu=\kappa+\Lambda\sigma^2,\qquad v=\partial_{ss}\mu ,
\end{equation}
where $\sigma=\sigma_t/\sigma_0$ and $v$ is the normal velocity. Periodicity and one integration by parts give
\begin{equation}
\int v\,ds=0,\qquad \frac{dF}{dt}=\int\mu v\,ds=-\int(\partial_s\mu)^2ds .
\label{eq:laws}
\end{equation}
The first law conserves mass and the second makes the free energy $F$ fall. A discrete scheme need not inherit either, so both serve as checks.

\section{First failure: small-slope stress}

The cheapest scheme uses the stress to first order in slope: each Fourier component $a\cos mx$ of the height subtracts $2ma\cos mx$ from the unit remote stress. Its error at a steep groove can have either sign. For a cosine of amplitude $1$ it gives a trough stress of $3.00$ instead of $2.46$. For the cycloid treated below, whose exact tip stress is $(1+b)/(1-b)$, it gives $3.54$ instead of $3.89$ at $b=0.591$, and $17.7$ instead of $39$ at $b=0.95$. The stress must be solved on the actual curve.

\subsection{From zero traction to analytic functions}

Let $U$ be the Airy function, with $\sigma_{xx}=U_{yy}$, $\sigma_{yy}=U_{xx}$, $\sigma_{xy}=-U_{xy}$. It is biharmonic, so $\nabla^2U$ is harmonic and can be written $4\,\mathrm{Re}\,\varphi'(z)$. Then $U-\mathrm{Re}(\bar z\varphi)$ is harmonic; call it $\mathrm{Re}\,X$, and set $\psi=X'$. Differentiation gives
\begin{equation}
U_x+iU_y=2\partial_{\bar z}U=\varphi+z\overline{\varphi'}+\overline{\psi}.
\end{equation}
With $n=(-y_s,x_s)$ the traction is $(-\partial_sU_y,\ \partial_sU_x)$. A free surface therefore has constant $U_x+iU_y$. As $\sigma_{nn}=0$ there, $\sigma=4\,\mathrm{Re}\,\varphi'$.

Uniform unit stress has $U=y^2/2$, that is, $\varphi=z/4$, $\psi=-z/2$. Add the disturbance as
\begin{equation}
\varphi=\frac z4+f,\qquad \psi=-\frac z2-zf_z+\chi ,
\end{equation}
with $f,\chi$ periodic and analytic below the surface, tending to constants at depth. The term $-zf_z$ turns the non-periodic factor $z$ into $z-\bar z=2iy$. The free-surface condition becomes
\begin{equation}
iy+f+2iy\,\overline{f_z}+\overline\chi=C
\;\Rightarrow\;
\chi=iy-\bar f+2iy f_z+\bar C .
\label{eq:chi}
\end{equation}

\subsection{A second-kind equation}

Define, with a principal value,
\begin{equation}
Hg(z)=\frac1{\pi i}\,\mathrm{PV}\!\!\int g(\zeta)\,\tfrac12\cot\frac{\zeta-z}{2}\,d\zeta .
\end{equation}
Apply Cauchy's theorem to one period of the solid. The counterclockwise contour runs along the surface from right to left and along a deep line from left to right; the sides cancel. On the deep line the cotangent tends to $i$, which contributes $g_\infty/2$. A surface point takes half the residue, so $g/2=-Hg/2+g_\infty/2$, or
\begin{equation}
g+Hg=g_\infty .
\end{equation}
The choice $g=1$ gives $H1=0$.

Apply $I+H$ to \eqref{eq:chi}. For $\bar f$, let $K\bar f=H\bar f+\overline{Hf}$. Because $\overline{Hf}=\bar f_\infty-\bar f$, we get $(I+H)\bar f=2\bar f+K\bar f-\bar f_\infty$. For the next term, $f_z$ is analytic and vanishes at depth, so $f_z+Hf_z=0$ and
\begin{equation}
(I+H)(yf_z)=y(f_z+Hf_z)+[H,y]f_z=[H,y]f_z .
\end{equation}
All constants can be absorbed by a constant shift of $f$, since $K1=0$. Thus
\begin{equation}
2\bar f+K\bar f-2i[H,y]f_z=i(I+H)y,\qquad \sigma=1+4\,\mathrm{Re}\,f_z .
\label{eq:bie}
\end{equation}

Let $\alpha$ label the curve and $q=\frac12\cot\frac{\zeta-z}2\,\zeta_\alpha$. The kernel of $K$ is $(q-\bar q)/(\pi i)=(2/\pi)\,\mathrm{Im}\,q$. At separation $\Delta$ in $\alpha$,
\begin{equation}
q=\frac{z_\alpha+z_{\alpha\alpha}\Delta}{z_\alpha\Delta+\frac12z_{\alpha\alpha}\Delta^2}+O(\Delta)
=\frac1\Delta+\frac{z_{\alpha\alpha}}{2z_\alpha}+O(\Delta).
\end{equation}
The singular part is real, so $\mathrm{Im}\,q$ tends to $\mathrm{Im}(z_{\alpha\alpha}/2z_\alpha)$. In the commutator, $[y(\zeta)-y(z)]\frac12\cot\frac{\zeta-z}2$ tends to $y_\alpha/z_\alpha$. The same smooth kernel evaluates $Hy$, since $H1=0$. The trapezoidal rule is therefore spectrally accurate on a smooth, resolved curve. Both $f$ and $\bar f$ occur, so $N$ nodes give $2N$ real equations. An odd $N$ avoids the highest cosine of an even grid, whose derivative vanishes at every node.

\subsection{Two solvable cases}

For $y=a\cos mx$ with $ma\ll1$, the terms $K\bar f$ and $[H,y]f_z$ are of second order. On a flat line $H$ multiplies $e^{-imx}$, which decays into the solid, by $-1$ and $e^{imx}$ by $+1$. Hence $\bar f=\frac{ia}2e^{imx}$, $f_z=-\frac{ma}2e^{-imx}$ and
\begin{equation}
\sigma=1-2ma\cos mx .
\label{eq:flat}
\end{equation}
Peaks relax and troughs concentrate stress.

A steep case is the cycloid $z=\xi-ibe^{-i\xi}$, $0<b<1$, so that $y=-b\cos\xi$. For $\mathrm{Im}\,\xi\le0$ the derivative $z_\xi=1-be^{-i\xi}$ has positive real part, and the map is one-to-one. Try $f=Ae^{-i\xi}$. In \eqref{eq:chi},
\begin{equation}
2iyf_z=-\frac{bA(1+e^{-2i\xi})}{1-be^{-i\xi}}
\end{equation}
is already analytic below. The forbidden $e^{i\xi}$ terms come from $iy-\bar f$ and cancel if $\bar A=-ib/2$, or $A=ib/2$. Then
\begin{align}
\sigma&=1+2b\,\mathrm{Re}\frac{e^{-i\xi}}{1-be^{-i\xi}}
=1+\frac{2b(\cos\xi-b)}{1+b^2-2b\cos\xi}\notag\\
&=\frac{1-b^2}{1+b^2-2b\cos\xi}.
\label{eq:cyc}
\end{align}
At the tip $\sigma=(1+b)/(1-b)$ and $|\kappa|=b/(1-b)^2$; both diverge as $b\to1$.

Invertibility of \eqref{eq:bie} on every steep curve is not proved here. As a separate test, the Airy function was expanded in $(A_m+B_my)e^{my}\cos mx$ and its gradient was fitted to a constant on the surface by least squares. For a cosine of amplitude $0.25$ the two stresses differ by at most $9.5\times10^{-14}\sigma_0$.

\section{Second failure: explicit time steps}

For a small cosine of wavenumber $m$, \eqref{eq:flat} gives the amplitude of $\mu$ as $(m^2-4\Lambda m)a$, so
\begin{equation}
\dot a=\lambda a,\qquad \lambda=4\Lambda m^3-m^4 .
\label{eq:growth}
\end{equation}
An explicit Euler step $h$ needs about $hm^4<2$ for the highest mode. With $N=109$, $m=54$ and a nearly flat surface, $h<2.4\times10^{-7}$: some five million steps per unit of time and a quarter. The stiff part must be implicit.

Treating capillarity alone implicitly is stable for high modes, but on a nearly flat surface it costs accuracy when the two driving forces nearly cancel. Let the matrix represent $J$ instead of $-\lambda$. One step multiplies $a$ by $1+h\lambda-h^2\lambda J+\dots$, and two half steps minus one full step give
\begin{equation}
\frac{h^2}{4}\lambda(\lambda+2J)+O(h^3).
\end{equation}
With $J=-\lambda$ this is $-h^2\lambda^2/4$. With $J=m^4\gg|\lambda|$ it is larger in size by about $2m^4/|\lambda|$, and an error-controlled step shrinks accordingly. This argues for an elastic response in the matrix as well. The argument holds for small slopes; on a steep groove an approximate response can cost more steps than it saves, as the final example shows.

\subsection{The linearized force}

A displacement $\delta$ turns the tangent by $\delta_s$. Since the tangent angle $\theta$ obeys $\theta_s=-\kappa$,
\begin{equation}
\kappa+\delta\kappa=\frac{\kappa-\delta_{ss}}{1+\kappa\delta}
\;\Rightarrow\;\delta\kappa=-(\delta_{ss}+\kappa^2\delta).
\end{equation}
A short ripple sees a locally flat surface under stress $\sigma$, so \eqref{eq:flat} suggests $\delta\sigma\simeq-2|\partial_s|(\sigma\delta)$, where $|\partial_s|$ multiplies each Fourier mode by its absolute wavenumber. On a cosine of amplitude $0.3$, the relative root-mean-square error of this formula against finite differences of the full stress is $3.6\%$ for 12 ripples per period and $1.8\%$ for 24, as expected of a leading short-wave term.

With $\delta(\sigma^2)=2\sigma\delta\sigma$ and $\delta=hv$, evaluating $\mu$ at the end of the step gives
\begin{equation}
\left[I+h\,\partial_{ss}\!\left(\partial_{ss}+\kappa^2+4\Lambda\sigma|\partial_s|\sigma\right)\right]v=\partial_{ss}\mu .
\label{eq:step}
\end{equation}
On a flat surface the bracket is $1-h\lambda$. The right side uses the full stress; the approximation sits in the matrix alone.

\subsection{Removing the matrix error}

Write the node velocity as $V(X)$ and the leading effect of the matrix as $-h^2G$. Then
\begin{align}
X_{\rm full}&=X+hV-h^2G+O(h^3),\\
X_{\rm half}&=X+hV+\tfrac14h^2V'V-\tfrac12h^2G+O(h^3),\\
2X_{\rm half}-X_{\rm full}&=X+hV+\tfrac12h^2V'V+O(h^3).
\end{align}
The result is second order for any smooth matrix once $h$ is small enough for these expansions to hold in every mode. At larger steps the stiff modes can lower the observed order. The largest distance between $X_{\rm half}$ and $X_{\rm full}$ is the error estimate; a step is accepted if it is at most $4\times10^{-5}$.

Each $v$ from \eqref{eq:step} is a second arclength derivative and has zero integral. A finite normal move still changes the area, by $\frac12h^2\int\kappa v^2ds$, as the line element $(1+\kappa\delta)ds$ shows. Extrapolation removes this order. In a fixed-step test, halving $h$ reduced the mean-height drift from $3.3\times10^{-7}$ to $0.93\times10^{-7}$, a factor of $3.5$, near the asymptotic factor of four.

\section{Third failure: nodes leave the groove}

Nodes that move along normals change their spacing at the relative rate $\kappa v$. At a deepening groove both factors are negative, so the nodes spread apart where the radius shrinks. After each step the nodes are therefore placed again at equal arclength. With $g=|z_\alpha|$ and $L$ the length of one period,
\begin{equation}
s(\alpha)=\int_0^\alpha g\,d\alpha',\qquad s(\alpha_j)=\frac{jL}{N},
\end{equation}
is solved by Newton iteration on the Fourier interpolant. The initial trough is at $\alpha=0$, which keeps a node at the symmetric groove tip. Before remeshing, each Fourier mode of $z-\alpha$ is multiplied by $\exp[-36(|m|/m_{\max})^{36}]$. One pass affects only the highest modes, but the factor acts after every step: 600 passes alone remove about $1\%$ of a mode at $\frac23m_{\max}$, half at $\frac34m_{\max}$ and nearly all at $\frac45m_{\max}$. Mean height is monitored but not reset, so a drift stays visible.

\section{Fourth failure: running into the cusp}

Equal spacing does not follow a shrinking radius, and a smooth-looking curve may already be wrong. The cycloid shows how much resolution the stress needs. With 97 equally spaced nodes, the largest stress error relative to the tip stress is
\begin{center}
\begin{tabular}{ccc}
$\Delta s\,|\kappa|_{\max}$ & tip stress$/\sigma_0$ & relative error\\
0.25 & 3.89 & $1.3\times10^{-5}$\\
0.50 & 5.34 & $5.3\times10^{-4}$\\
1.00 & 7.39 & $4.0\times10^{-3}$
\end{tabular}
\end{center}
The limit adopted is
\begin{equation}
\Delta s\,|\kappa|_{\max}\le 0.25 ,
\end{equation}
four spacings per smallest radius. It looks strict for stress, but the velocity also contains two derivatives of curvature. A step that crosses the limit is rejected and shortened by the factor $0.3$; the run ends when a step below $2\times10^{-4}$ would still cross, and the last accepted state is returned. A mean-height drift above $10^{-3}$ also ends a run, as a failure.

\section{Growth and energy checks}

At $m=1$, \eqref{eq:growth} is $4\Lambda-1=k_c/k-1$, with $k_c=4w_0/\gamma$. In physical units the rate is $B\gamma k^3(k_c-k)$. Its derivative vanishes at $3k_c=4k$, so the fastest mode has $k=\frac34k_c$ and $\Lambda=\frac13$. The full scheme, started at amplitude $10^{-4}$, gives scaled rates $0.53845$, $0.33333$, $0.17647$ and $-0.09091$ at $k/k_c=0.65,0.75,0.85,1.10$, within $2\times10^{-5}$ of the formula. Short waves decay because capillarity wins.

The energy law tests finite slopes. In units of far stress and far strain, the elastic energy is $\frac12\int\sigma_{xx}\,dA$: equilibrium removes the work of the periodic displacement, and testing with the vertical displacement $y$ gives $\int\sigma_{yy}dA=0$. Since $\sigma_{xx}=U_{yy}$ and $U_y=c$ on the surface, this energy is $\pi c$ plus a constant. There $w=\sigma^2/2$, so $F=L+2\pi\Lambda c$, with $c$ from the Airy expansion. Shortly after a start at amplitude $0.3$, $dF/dt=-0.1154$, while the right side of \eqref{eq:laws} is $-0.1155$.

\section{A groove followed to the limit}

Take round parameters $E=100$ GPa, $\nu=0.25$, $\sigma_0=1$ GPa, $\gamma=1$ J/m$^2$ and $B\gamma=10^{-32}$ m$^4$/s. Then
\begin{align}
w_0&=\frac{0.9375\times10^{18}}{2\times10^{11}}=4.69\times10^6\ \mathrm{J/m^3},\\
\frac{2\pi}{k_c}&=\frac{2\pi\gamma}{4w_0}=335\ \mathrm{nm},\qquad
\frac{2\pi}{k}=\frac43(335)=447\ \mathrm{nm}.
\end{align}
The length unit is $71.1$ nm and the time unit $(71.1\ \mathrm{nm})^4/(B\gamma)=0.710$ h. The initial amplitude is $0.2$, or $14.2$ nm. With 109 nodes:
\begin{center}
\begin{tabular}{cccc}
time & depth & tip $|\kappa|$ & tip $\sigma$\\
0 & 0.200 & 0.20 & 1.39\\
0.628 & 0.333 & 0.91 & 2.02\\
1.005 & 0.429 & 1.77 & 2.60\\
1.193 & 0.507 & 3.10 & 3.30\\
1.256 & 0.544 & 4.15 & 3.76
\end{tabular}
\end{center}
Depth is measured from the mean plane. Linear growth would give $0.2\,e^{1.256/3}=0.304$ at the last time, against $0.544$. The curvature rises about twentyfold while the depth rises less than threefold: the groove sharpens much more than it deepens. The final depth is $38.7$ nm, the tip radius $71.1/4.15\approx17$ nm, the steepest angle $30^\circ$ and the tip stress $3.76$ GPa, reached after $0.89$ h. That stress is nearly $4\%$ of $E$, so in a real solid plastic flow or nonlinear elasticity could intervene first.

Meshes of 49, 73 and 109 nodes stop at times $1.037$, $1.167$ and $1.256$, with tip curvatures $1.89$, $2.80$ and $4.15$. A finer mesh stops later because the same limit admits a curvature nearly proportional to $N$. Both refinements raise the final curvature by a factor of $1.48$, yet the added times fall from $0.131$ to $0.088$. Exponential sharpening would make them equal, so the growth is faster than exponential over this range. That agrees with a cusp in finite time but does not prove one, and the stopping time is not the cusp time.

At the coarse mesh's stopping time, the 49- and 109-node runs differ by $0.002\%$ in depth and $0.9\%$ in tip curvature. Curvature is the more sensitive measure, and its error exceeds what the cycloid stress alone would suggest. The repeated filter matters here: in a 49-node run, omitting it raises the tip curvature at time $1$ by about $0.8\%$. A fourfold tighter time tolerance moves the coarse stopping time by $9\times10^{-4}$. Runs with the same tolerance share most of this error, so comparing meshes does not reveal it. The depth then grows at a rate of about $0.35$, and the shift alone is worth some $0.07\%$ in depth, far more than the difference between the meshes. With both sources of error, the last tip curvature in the table should be trusted only to about $2\%$. The tabulated values lag: with finer tip resolution and a tight time tolerance, curvature, depth and tip stress at that time are about $4.21$, $0.545$ and $3.78$. The mean height drifts by less than $6\times10^{-7}$ in all three runs, so mass conservation alone would not have revealed the curvature error.

The accepted steps number 630, 1048 and 1739. These totals do not separate the cost of a finer mesh from that of a sharper groove. The approximate matrix, however, clearly limits the step. With 49 nodes, leaving the elastic term out of \eqref{eq:step} raises the number of steps up to time $0.3$ from 57 to 87, but lowers the total from 630 to 374. The leading short-wave term helps while the surface is gentle and hurts once the groove is steep. With the exact Jacobian, obtained from finite differences of the full velocity, the same error tolerance admits a step between $0.02$ and $0.03$ at time $0.9$, against about $0.001$ with \eqref{eq:step}. The price is two stress solutions per node for each such matrix. To go further with equally spaced nodes requires $N\ge4L|\kappa|_{\max}$, while a mesh graded towards the tip would need fewer nodes, together with a new calibration of the limit. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Young modulus 100 GPa; Poisson ratio 0.25
remote stress 1.0 GPa; surface energy 1.0 J/m^2
B*gamma 1.0e-32 m^4/s; w0 4.6875e+06 J/m^3
critical wavelength 335.1 nm
chosen wavelength 446.8 nm; lam 0.33333
length unit 71.11 nm; time unit 0.7103 h
initial amplitude 0.20 /k = 14.22 nm
time-step tolerance 4.0e-05 /k; curvature limit 0.25
max stress difference from Airy solution 9.48e-14 sigma0
energy shape derivative: Airy -1.4373765, surface -1.4373782 (scaled)
short-wave response, mode 12: relative error 0.0357
short-wave response, mode 24: relative error 0.0177
cycloid: ds*curvature, b, tip stress/sigma0, max error/tip stress
  0.25  0.59140  3.8948  1.32e-05
  0.50  0.68466  5.3423  5.32e-04
  1.00  0.76167  7.3917  4.04e-03
linear growth: k/k_critical, measured scaled rate, predicted scaled rate
  0.65  0.538451  0.538462
  0.75  0.333331  0.333333
  0.85  0.176470  0.176471
  1.10  -0.090909  -0.090909
mean-height drift, dt=0.0050: 3.282e-07 /k
mean-height drift, dt=0.0025: 9.319e-08 /k
free-energy rate -0.1154247; minus dissipation -0.1155041 (scaled)
mesh runs: N, accepted steps, stop time, depth*k, curvature/k, drift*k
   49  630 1.03666 0.44016 1.8901 5.75e-07
   73 1048 1.16744 0.49383 2.7960 4.70e-07
  109 1739 1.25573 0.54393 4.1459 5.16e-07
N=49 stop-time change at tolerance/4: 9.20e-04 time units
N=49 versus N=109, same time: depth difference 2.10e-05
N=49 versus N=109, same time: curvature difference 8.67e-03
N=109: time, depth*k, curvature/k, tip stress/sigma0, ds*curvature
  0.0000 0.20000 0.2000 1.3895 0.0116
  0.6282 0.33327 0.9079 2.0183 0.0533
  1.0048 0.42928 1.7667 2.6027 0.1049
  1.1929 0.50670 3.0983 3.3027 0.1858
  1.2557 0.54393 4.1459 3.7636 0.2499
linear amplitude at final time 0.30396 /k
final maximum surface angle 30.14 degrees
final groove depth 38.68 nm
final groove radius 17.15 nm
final tip stress 3.764 GPa
stopping time 0.8920 h
\end{verbatim}
